# Welton's estimate of the 2s shift and its first corrections: test program

```python
# Welton's estimate of the hydrogen 2s shift.
# Result under test: vacuum fields shake an electron by
#   <dr^2> = (2 alpha/pi) (hbar/(m c))^2 L,  L = ln(upper/lower frequency),
# and the smeared Coulomb potential raises 2s by alpha^5 m c^2 L/(6 pi).
# The lower frequency is k0/hbar, with ln k0 the mean of ln(E_n - E_2s)
# weighted by |<n|p|2s>|^2 (E_n - E_2s); the upper one is m c^2/hbar.
# Radial work is in atomic units (hartree, bohr), fixed point nucleus.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.linalg import solve_banded
from scipy.special import erf, erfc

alpha, hbar, c = const.fine_structure, const.hbar, const.c
m, e, eps0 = const.m_e, const.e, const.epsilon_0
compton = hbar / (m * c)
bohr = compton / alpha
hartree_hz = alpha**2 * m * c**2 / const.h
rest_hartree = 1 / alpha**2

# --- vacuum fluctuation of one mode from ladder matrices
lower = np.diag(np.sqrt(np.arange(1, 8)), 1)
quadrature = 1j * (lower - lower.T)
vacuum_square = (quadrature @ quadrature)[0, 0].real
assert abs(vacuum_square - 1) < 1e-12


# --- steady response of a charge to a force cos(t), solved on a periodic grid
def response(own_frequency, points=400):
    dt = 2 * np.pi / points
    t = dt * np.arange(points)
    one = np.eye(points)
    second = (np.roll(one, 1, 0) + np.roll(one, -1, 0) - 2 * one) / dt**2
    x = np.linalg.lstsq(second + own_frequency**2 * one, np.cos(t),
                        rcond=1e-12)[0]
    return 2 * np.mean(x * np.cos(t))


free_response = response(0.0)
fast_drive = abs(response(0.1) / free_response)
slow_drive = abs(response(10.0) / free_response)
assert abs(free_response + 1) < 1e-3
assert abs(fast_drive - 1) < 0.02 and slow_drive < 0.02

# --- explicit sum over the modes of a periodic box
n_low, n_high = 10, 60
box = 2 * np.pi * n_high * compton      # highest mode has hbar omega = m c^2
axis = np.arange(-n_high, n_high + 1)
n_square = (axis[:, None, None]**2 + axis[None, :, None]**2
            + axis[None, None, :]**2).ravel()
n_square = n_square[(n_square >= n_low**2) & (n_square <= n_high**2)]
omega = 2 * np.pi * c * np.sqrt(n_square) / box
field_square = vacuum_square * hbar * omega / (2 * eps0 * box**3)
box_jitter = 2 * np.sum(e**2 * field_square / (m**2 * omega**4))
box_speed = 2 * np.sum(e**2 * field_square / (m**2 * omega**2)) / c**2
law_jitter = 2 * alpha / np.pi * compton**2 * np.log(n_high / n_low)
law_speed = alpha / np.pi * (1 - (n_low / n_high)**2)
# lattice points in a finite shell scatter about the continuum count
assert abs(box_jitter / law_jitter - 1) < 0.01
assert abs(box_speed / law_speed - 1) < 0.01

# --- 2s state: Schroedinger equation, norm, density at nucleus, sum rule
r = sp.symbols('r', positive=True)
R_sym = (1 - r / 2) * sp.exp(-r / 2) / sp.sqrt(2)
u_sym = r * R_sym
residual = -sp.diff(u_sym, r, 2) / 2 - u_sym / r + u_sym / 8
assert sp.simplify(residual) == 0
assert sp.integrate(sp.expand(u_sym**2), (r, 0, sp.oo)) == 1
density0 = float(R_sym.subs(r, 0)**2 / (4 * sp.pi))
g_sym = r * sp.diff(R_sym, r)           # radial part of the gradient of 2s
energy_density = (sp.diff(g_sym, r)**2 / 2
                  + (1 / r**2 - 1 / r + sp.Rational(1, 8)) * g_sym**2)
sum_rule = float(sp.integrate(sp.expand(sp.simplify(energy_density)),
                              (r, 0, sp.oo)))
assert abs(sum_rule - 2 * np.pi * density0) < 1e-12


def R2s(x):
    return (1 - x / 2) * np.exp(-x / 2) / np.sqrt(2)


def dR2s(x):
    return (x / 4 - 1) * np.exp(-x / 2) / np.sqrt(2)


# --- mean excitation energy from linear equations in the p channel
# F(k) = <f|(H - E_2s + k)^-1|f>, f = -R/r, solved on a logarithmic grid
grid = np.linspace(np.log(1e-8), np.log(100.0), 4000)
step = grid[1] - grid[0]
rad = np.exp(grid)
source = -np.sqrt(rad) * R2s(rad)


def F(k):
    bands = np.full((3, rad.size), -0.5 / step**2)
    bands[1] = 1 / step**2 + 9 / 8 - rad + (k + 1 / 8) * rad**2
    return step * np.sum(source * solve_banded((1, 1), bands, source))


def log_integral(k_a, k_b, points, function):
    t = np.linspace(np.log(k_a), np.log(k_b), points)
    return simpson([function(np.exp(s)) for s in t], x=t)


def missing(k):
    return 1 - F(k) / sum_rule


def remaining(k):
    return F(k) / sum_rule


k_min, k_max = 1e-3, 1e8
low_part = missing(k_min) + log_integral(k_min, 1.0, 81, missing)
high_part = log_integral(1.0, k_max, 161, remaining) + 2 * remaining(k_max)
ln_k0 = high_part - low_part
k0 = np.exp(ln_k0)
log_finite = low_part + log_integral(1.0, rest_hartree, 101, missing)

# --- the same mean from explicit diagonalization of the p channel
x = np.linspace(np.log(3e-4), np.log(100.0), 800)
h = x[1] - x[0]
q = np.exp(x)
off = -0.5 / (h**2 * q[:-1] * q[1:])
H = np.diag((1 / h**2 + 9 / 8 - q) / q**2) + np.diag(off, 1) + np.diag(off, -1)
levels, vectors = np.linalg.eigh(H)
gap = levels + 1 / 8
g_n = vectors.T @ (np.sqrt(h * q) * q * dR2s(q))
f_n = vectors.T @ (np.sqrt(h * q) * (-R2s(q) / q))
some = (gap > 0.03) & (gap < 10)
assert np.max(np.abs(gap * g_n - f_n)[some]) < 0.01 * np.max(np.abs(f_n[some]))
use = gap > 0.03                        # drops 2p, whose weight is zero
weight = f_n * g_n
ln_k0_spectrum = np.sum(weight[use] * np.log(gap[use])) / np.sum(weight[use])
# the inner grid edge cuts off the highest excitations, hence the tolerance
assert abs(ln_k0_spectrum - ln_k0) < 0.03

# --- logarithms, jitter and shifts
L_rydberg = np.log(rest_hartree / 0.5)
L_mean = np.log(rest_hartree / k0)
assert abs(log_finite - L_mean) < 0.1
unit_shift = alpha**5 * m * c**2 / (6 * np.pi * const.h)
shift_rydberg = unit_shift * L_rydberg
shift_mean = unit_shift * L_mean
jitter_square = 2 * alpha / np.pi * compton**2 * L_mean
jitter = np.sqrt(jitter_square)
sigma = jitter / np.sqrt(3) / bohr

# --- Gaussian average of 1/|r + dr| by random sampling
rng = np.random.default_rng(5)
kicks = rng.normal(size=(1000000, 3))
for distance in (0.7, 1.5):
    sampled = np.mean(1 / np.linalg.norm(kicks + [0, 0, distance], axis=1))
    smooth = erf(distance / np.sqrt(2)) / distance
    assert abs(sampled / smooth - 1) < 0.01


# --- first-order shift of a level in the fully smeared potential
def smeared_shift(radial, s):
    b = np.sqrt(2) * s
    value = quad(lambda y: radial(b * y)**2 * y * erfc(y), 0, 12,
                 epsabs=0, epsrel=1e-11)[0]
    return b**2 * value * hartree_hz


def R2p(y):
    return y * np.exp(-y / 2) / (2 * np.sqrt(6))


shift_smeared = smeared_shift(R2s, sigma)
shift_2p = smeared_shift(R2p, sigma)
departure = 1 - shift_smeared / shift_mean
departure_half = 1 - 4 * smeared_shift(R2s, sigma / 2) / shift_mean
assert 0 < departure < 0.005
assert abs(departure / departure_half - 2) < 0.05
assert shift_2p < 1e-5 * shift_smeared
assert 0.5e9 < shift_mean < 2e9 and 0.5e9 < shift_rydberg < 2e9

print(f"fine-structure constant alpha          {alpha:.7f}")
print(f"1/alpha                                {1/alpha:.3f}")
print(f"reduced Compton length                 {compton*1e15:.2f} fm")
print(f"Bohr radius                            {bohr*1e15:.1f} fm")
print(f"electron rest energy                   {m*c**2/e/1e3:.3f} keV")
print(f"Rydberg energy                         {hartree_hz*const.h/e/2:.4f} eV")
print(f"response/free, drive 10x own frequency {fast_drive:.4f}")
print(f"response/free, drive 0.1x own freq.    {slow_drive:.4f}")
print(f"box modes summed (wavevectors)         {n_square.size}")
print(f"box jitter / logarithmic law           {box_jitter/law_jitter:.4f}")
print(f"box <v^2> / continuum law              {box_speed/law_speed:.4f}")
print(f"alpha/pi, <v^2>/c^2 up to the cutoff   {alpha/np.pi:.5f}")
print(f"rms speed / c                          {np.sqrt(alpha/np.pi):.4f}")
print(f"2s density at nucleus                  {density0:.6f} bohr^-3")
print(f"sum of |p|^2 (E_n-E_2s)                {sum_rule:.4f} atomic units")
print(f"ln(k0/Rydberg), linear equations       {np.log(2*k0):.3f}")
print(f"ln(k0/Rydberg), diagonalization        "
      f"{ln_k0_spectrum+np.log(2):.3f}")
print(f"mean excitation energy k0              {2*k0:.2f} Rydberg")
print(f"mean excitation energy k0              "
      f"{k0*hartree_hz*const.h/e:.1f} eV")
print(f"L with lower cutoff at 1 Rydberg       {L_rydberg:.3f}")
print(f"L with lower cutoff at k0              {L_mean:.3f}")
print(f"L from integral stopped at m c^2       {log_finite:.3f}")
print(f"2 alpha/pi                             {2*alpha/np.pi:.6f}")
print(f"mean-square jitter (L at k0)           {jitter_square*1e30:.0f} fm^2")
print(f"rms jitter                             {jitter*1e15:.1f} fm")
print(f"rms jitter / reduced Compton length    {jitter/compton:.4f}")
print(f"rms jitter / Bohr radius               {jitter/bohr:.6f}")
print(f"2s shift per unit of L                 {unit_shift/1e6:.2f} MHz")
print(f"2s shift, lower cutoff 1 Rydberg       {shift_rydberg/1e6:.0f} MHz")
print(f"2s shift, lower cutoff k0              {shift_mean/1e6:.0f} MHz")
print(f"2s shift, lower cutoff k0              "
      f"{shift_mean*const.h/e*1e6:.2f} micro-eV")
print(f"2s shift, full Gaussian smearing       {shift_smeared/1e6:.0f} MHz")
print(f"contact formula too large by           {100*departure:.3f} percent")
print(f"that excess, half jitter length        {100*departure_half:.3f} percent")
print(f"2p shift, full Gaussian smearing       {shift_2p:.1f} Hz")
print(f"change if upper cutoff is doubled      "
      f"{unit_shift*np.log(2)/1e6:.0f} MHz")
print(f"change if integral stops at m c^2      "
      f"{unit_shift*(log_finite-L_mean)/1e6:.1f} MHz")
print("every check passed")
```

It prints:

```
fine-structure constant alpha          0.0072974
1/alpha                                137.036
reduced Compton length                 386.16 fm
Bohr radius                            52917.7 fm
electron rest energy                   510.999 keV
Rydberg energy                         13.6057 eV
response/free, drive 10x own frequency 1.0101
response/free, drive 0.1x own freq.    0.0101
box modes summed (wavevectors)         899950
box jitter / logarithmic law           1.0021
box <v^2> / continuum law              0.9997
alpha/pi, <v^2>/c^2 up to the cutoff   0.00232
rms speed / c                          0.0482
2s density at nucleus                  0.039789 bohr^-3
sum of |p|^2 (E_n-E_2s)                0.2500 atomic units
ln(k0/Rydberg), linear equations       2.812
ln(k0/Rydberg), diagonalization        2.804
mean excitation energy k0              16.64 Rydberg
mean excitation energy k0              226.4 eV
L with lower cutoff at 1 Rydberg       10.534
L with lower cutoff at k0              7.722
L from integral stopped at m c^2       7.762
2 alpha/pi                             0.004646
mean-square jitter (L at k0)           5349 fm^2
rms jitter                             73.1 fm
rms jitter / reduced Compton length    0.1894
rms jitter / Bohr radius               0.001382
2s shift per unit of L                 135.64 MHz
2s shift, lower cutoff 1 Rydberg       1429 MHz
2s shift, lower cutoff k0              1047 MHz
2s shift, lower cutoff k0              4.33 micro-eV
2s shift, full Gaussian smearing       1046 MHz
contact formula too large by           0.170 percent
that excess, half jitter length        0.085 percent
2p shift, full Gaussian smearing       83.3 Hz
change if upper cutoff is doubled      94 MHz
change if integral stops at m c^2      5.5 MHz
every check passed
```
